**Anomalous-moment scaling and the helium $2\,^3P$ intervals**

For electrons with $g=2(1+a)$, the spin-spin, same-orbit and other-orbit interactions scale as $(1+a)^2$, $1+2a$ and $1+a$. The program extracts these factors from the one-photon exchange amplitude with full Dirac spinors and asserts them at $a=0$ and at a trial value $a=0.3$. It computes $N$, $X$ and $T$, the expectation values of the nuclear spin-orbit, mutual orbital and spin-spin operators at $M_L=1$, from an explicitly correlated wave function. Assertions compare the angular reductions with explicit rotations at one configuration, and the interval formulas with diagonalization using separate electron spins. Further assertions cover the virial ratio, a smaller basis, the norm on a second quadrature grid and an independent Gaussian configuration-interaction energy. The output shows that the anomaly raises $E_0-E_1$ by about $2.27\times10^{-7}$ eV and lowers $E_1-E_2$ by about $9.3\times10^{-8}$ eV. Nuclear recoil, singlet-triplet mixing and higher relativistic orders are not included.

## Check in Python

```python
"""Electron anomalous moment a in the fine structure of helium 2 3P.

Result under test (atomic units, r = r1 - r2, fixed nucleus of charge Z):
spin-spin scales as (1+a)^2, same-orbit as 1+2a, other-orbit as 1+a, and
  E(J=0)-E(J=1) = -C - (15/4) alpha^2 (1+a)^2 T
  E(J=1)-E(J=2) = -2C + (3/2) alpha^2 (1+a)^2 T
  C = alpha^2 [ (1+2a)(N-X)/4 - (1+a) X/2 ]
N = <Z (l1/r1^3 + l2/r2^3)_z>, X = <(r x (p1-p2))_z / r^3>,
T = <(3 z^2 - r^2)/r^5>, all in the state with M_L = 1.
The P state is a vector function psi = r1 F(r1,r2,r12) - r2 F(r2,r1,r12).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation
from pyscf import gto

Z = 2.0
alpha = constants.fine_structure
anomaly = constants.value('electron mag. mom. anomaly')
hartree = constants.value('Hartree energy in eV')
bohr = constants.value('Bohr radius') * 1e10
mhz_per_ev = constants.e / constants.h * 1e-6

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2 = np.eye(2)


# ---- scale factors from the full one-photon exchange amplitude (m = c = 1)
gamma = [np.kron(pauli[2], one2)]
gamma += [np.kron(1j * pauli[1], s) for s in pauli]


def spinor(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum('i,ijk->jk', p, pauli) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack([one2, lower])


def current(p_in, p_out, a):
    """Four-current as 2x2 spin matrices; no energy is transferred."""
    q_lower = np.concatenate([[0.0], -(p_out - p_in)])
    bar = spinor(p_out).conj().T @ gamma[0]
    result = []
    for mu in range(4):
        vertex = gamma[mu].astype(complex)
        for nu in range(4):
            sig = 0.5j * (gamma[mu] @ gamma[nu] - gamma[nu] @ gamma[mu])
            vertex = vertex + 0.5j * a * sig * q_lower[nu]
        result.append(bar @ vertex @ spinor(p_in))
    return result


def amplitude_factors(a):
    size = 1e-3
    q = size * np.array([0, 0, 1.1])
    mean1 = size * np.array([0.7, 0.4, 0])
    mean2 = size * np.array([-0.3, 0.9, 0])
    j1 = current(mean1 - q / 2, mean1 + q / 2, a)
    j2 = current(mean2 + q / 2, mean2 - q / 2, a)
    amp = np.kron(j1[0], j2[0]) - sum(np.kron(j1[i], j2[i]) for i in (1, 2, 3))
    vec = np.array([np.trace(amp @ np.kron(s, one2)) / 4 for s in pauli])
    columns = 1j * np.array([np.cross(q, mean1), np.cross(q, mean2)]).T
    same, other = np.linalg.lstsq(columns, vec, rcond=None)[0].real
    spins = np.trace(amp @ np.kron(pauli[0], pauli[0])).real / 4
    return np.array([4 * same, -2 * other, -4 * spins / (q @ q)])


trial_a = 0.3
factors = amplitude_factors(trial_a)
assert np.allclose(amplitude_factors(0.0), 1, atol=1e-4)
assert np.allclose(factors, [1 + 2 * trial_a, 1 + trial_a, (1 + trial_a)**2],
                   atol=1e-4)


# ---- helium 2 3P in an explicitly correlated basis
outer, inner, top = 0.55, 2.0, 5
terms = [(i, j, k, b, c) for b, c in ((outer, inner), (inner, outer))
         for i in range(top + 1) for j in range(top + 1 - i)
         for k in range(top + 1 - i - j)]
small = np.array([sum(t[:3]) < top for t in terms])


def triangle_grid(n_a, n_t, n_z, rate_a, rate_z):
    """Sides a, (a+z-at)/2, (a+z+at)/2 of all triangles, with weights."""
    x, wx = np.polynomial.laguerre.laggauss(n_a)
    y, wy = np.polynomial.laguerre.laggauss(n_z)
    t, wt = np.polynomial.legendre.leggauss(n_t)
    a, t, z = [g.ravel() for g in
               np.meshgrid(x / rate_a, t, y / rate_z, indexing='ij')]
    w = np.einsum('i,j,k->ijk', wx * np.exp(x) / rate_a, wt,
                  wy * np.exp(y) / rate_z).ravel()
    b, c = (a + z - a * t) / 2, (a + z + a * t) / 2
    return a, b, c, w * a * a * b * c


def geometry(r1, r2, r12):
    """Place both electrons in a plane, electron 1 on the first axis."""
    area = ((r1 + r2 + r12) * (r1 + r2 - r12)
            * (r12 + r1 - r2) * (r12 - r1 + r2))
    v1 = np.array([r1, 0 * r1])
    v2 = np.array([(r1**2 + r2**2 - r12**2) / (2 * r1),
                   np.sqrt(area) / (2 * r1)])
    return r1, r2, r12, v1, v2


def correlated(r1, r2, r12, i, j, k, b, c):
    f = r1**i * r2**j * r12**k * np.exp(-b * r1 - c * r2)
    return np.array([f, f * (i / r1 - b), f * (j / r2 - c), f * k / r12])


def fields(term, geo):
    """Rows: psi (2), gradient 1 (4+1), gradient 2 (4+1)."""
    r1, r2, r12, v1, v2 = geo
    i, j, k, b, c = term
    e1, e2, e12 = v1 / r1, v2 / r2, (v1 - v2) / r12
    f = correlated(r1, r2, r12, i, j, k, b, c)
    g = -correlated(r1, r2, r12, j, i, k, c, b)
    rows = [v1 * f[0] + v2 * g[0]]
    for own, slot, e, sign in ((f[0], 1, e1, 1), (g[0], 2, e2, -1)):
        df = f[slot] * e + sign * f[3] * e12
        dg = g[slot] * e + sign * g[3] * e12
        grad = df[:, None] * v1[None] + dg[:, None] * v2[None]
        grad = grad + np.eye(2)[:, :, None] * own
        rows += [grad.reshape(4, -1), own[None]]
    return np.concatenate(rows)


s, ra, rb, weight = triangle_grid(36, 28, 16, 1.6, outer + inner)
geo_ee = geometry(ra, rb, s)
table = np.array([fields(t, geo_ee) for t in terms])
table *= np.sqrt(weight)
flat = table[:, :2].reshape(len(terms), -1)
potential = np.tile(-Z / ra - Z / rb + 1 / s, 2)
overlap = flat @ flat.T
v_matrix = (flat * potential) @ flat.T
slopes = table[:, 2:].reshape(len(terms), -1)
t_matrix = 0.5 * slopes @ slopes.T
del slopes


def ground(mask):
    idx = np.where(mask)[0]
    block = np.ix_(idx, idx)
    scale = 1 / np.sqrt(np.diag(overlap)[idx])
    val, vec = eigh(overlap[block] * np.outer(scale, scale))
    keep = val > 1e-11
    basis = scale[:, None] * vec[:, keep] / np.sqrt(val[keep])
    e, u = eigh(basis.T @ (t_matrix + v_matrix)[block] @ basis)
    full = np.zeros(len(terms))
    full[idx] = basis @ u[:, 0]
    return e[0], full


energy_small, coef_small = ground(small)
energy, coef = ground(np.ones(len(terms), bool))
virial = (coef @ v_matrix @ coef) / (coef @ t_matrix @ coef)
assert abs(virial + 2) < 1e-4
assert energy <= energy_small + 1e-9 and energy_small - energy < 1e-4


# ---- independent energy: all two-electron triplets in a Gaussian basis
def gaussian_triplet_p():
    shells = [[0, [0.03 * 2.7**n, 1.0]] for n in range(10)]
    shells += [[1, [0.02 * 2.6**n, 1.0]] for n in range(7)]
    shells += [[2, [0.06 * 3.0**n, 1.0]] for n in range(3)]
    mol = gto.M(atom='He 0 0 0', basis={'He': shells}, verbose=0)
    val, vec = eigh(mol.intor('int1e_ovlp'))
    x = vec / np.sqrt(val)
    h = x.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ x
    eri = mol.intor('int2e', aosym='s1').reshape((len(x),) * 4)
    for _ in range(4):
        eri = np.tensordot(eri, x, axes=(0, 0))
    p, q = np.triu_indices(len(x), 1)
    unit = np.eye(len(x))
    P, Q, R, S = p[:, None], q[:, None], p[None], q[None]
    ham = (h[P, R] * unit[Q, S] + h[Q, S] * unit[P, R]
           - h[P, S] * unit[Q, R] - h[Q, R] * unit[P, S]
           + eri[P, R, Q, S] - eri[P, S, Q, R])
    return np.linalg.eigvalsh(ham)[1:4]


gauss = gaussian_triplet_p()
assert np.ptp(gauss) < 1e-7
assert -1e-6 < gauss[0] - energy < 1e-3


# ---- scalar densities of the magnetic operators
def axial(psi, grad, grad_out, v):
    div = grad[0, 0] + grad[1, 1] + grad_out
    twist = np.einsum('jp,kp,jkp->p', psi, v, grad)
    return 0.5 * ((v * psi).sum(0) * div - twist)


def densities(f, geo):
    r1, r2, r12, v1, v2 = geo
    psi = f[:2]
    g1, g2 = f[2:6].reshape(2, 2, -1), f[7:11].reshape(2, 2, -1)
    v = v1 - v2
    orbit = axial(psi, g1, f[6], v1) / r1**3
    mutual = axial(psi, g1 - g2, f[6] - f[11], v) / r12**3
    tensor = -0.6 * ((v * psi).sum(0)**2
                     - r12**2 * (psi**2).sum(0) / 3) / r12**5
    return orbit, mutual, tensor


rn, r2n, r12n, weight_n = triangle_grid(36, 28, 36, 1.9, 0.85)
geo_n = geometry(rn, r2n, r12n)
coefs = np.array([coef, coef_small])
near = np.zeros((2, 12, rn.size))
for n, term in enumerate(terms):
    piece = fields(term, geo_n)
    for m in range(2):
        if coefs[m, n] != 0:
            near[m] += coefs[m, n] * piece
near *= np.sqrt(weight_n)


def integrals(m):
    f_ee = np.tensordot(coefs[m], table, axes=(0, 0))
    norm_ee = (f_ee[:2]**2).sum()
    norm_n = (near[m, :2]**2).sum()
    assert abs(norm_n / norm_ee - 1) < 1e-6
    _, mutual, tensor = densities(f_ee, geo_ee)
    orbit = densities(near[m], geo_n)[0]
    return np.array([2 * Z * orbit.sum() / norm_n,
                     mutual.sum() / norm_ee, tensor.sum() / norm_ee])


N, X, T = integrals(0)
rough = integrals(1)
assert np.allclose(rough, [N, X, T], rtol=5e-3)


# ---- orientation reduction against explicit rotations of the M_L = 1 state
def plus_state(x1, x2):
    r1, r2 = np.linalg.norm(x1, axis=1), np.linalg.norm(x2, axis=1)
    r12 = np.linalg.norm(x1 - x2, axis=1)
    f = sum(c * correlated(r1, r2, r12, *t)[0] for c, t in zip(coef, terms))
    g = sum(c * correlated(r2, r1, r12, *t)[0] for c, t in zip(coef, terms))
    psi = x1 * f[:, None] - x2 * g[:, None]
    return (psi[:, 0] + 1j * psi[:, 1]) / np.sqrt(2)


point1, point2 = np.array([0.9, 0.3, -0.2]), np.array([-0.5, 1.4, 0.8])
cosines, cos_w = np.polynomial.legendre.leggauss(5)
turn = 2 * np.pi * np.arange(7) / 7
angles = np.array([[u, np.arccos(c), v] for u in turn
                   for c in cosines for v in turn])
rot_w = np.array([w for u in turn for w in cos_w for v in turn]) / (2 * 49)
rot = Rotation.from_euler('zyz', angles).as_matrix()
x1, x2 = rot @ point1, rot @ point2
sides = [np.array([np.linalg.norm(d)])
         for d in (point1, point2, point1 - point2)]
geo_point = geometry(*sides)
f_point = sum(c * fields(t, geo_point) for c, t in zip(coef, terms))
reduced = np.array(densities(f_point, geo_point))[:, 0] / 3
step = 1e-3
psi0 = plus_state(x1, x2)
zhat = np.array([0.0, 0.0, 1.0])
d1 = step * np.cross(zhat, x1)
d12 = step * np.cross(zhat, x1 - x2)
turn1 = (plus_state(x1 + d1, x2) - plus_state(x1 - d1, x2)) / (2 * step)
turn12 = (plus_state(x1 + d12, x2 - d12)
          - plus_state(x1 - d12, x2 + d12)) / (2 * step)
gap = sides[2][0]
direct = np.array([
    (rot_w * (psi0.conj() * -1j * turn1).real).sum() / sides[0][0]**3,
    (rot_w * (psi0.conj() * -1j * turn12).real).sum() / gap**3,
    (rot_w * abs(psi0)**2 * (3 * (x1 - x2)[:, 2]**2 - gap**2)).sum()
    / gap**5])
assert np.allclose(direct, reduced, rtol=1e-4,
                   atol=1e-5 * abs(reduced).max())


# ---- intervals: closed formulas against separate spins s1 and s2
def parts(a, n=N, x=X, t=T):
    """Rows: same-orbit nucleus, same-orbit electron, other-orbit, spin-spin.
    Columns: E0-E1 and E1-E2, in hartree."""
    c = [(1 + 2 * a) * n / 4, -(1 + 2 * a) * x / 4, -(1 + a) * x / 2]
    rows = [[-value, -2 * value] for value in c]
    rows.append([-15 / 4 * (1 + a)**2 * t, 3 / 2 * (1 + a)**2 * t])
    return alpha**2 * np.array(rows)


def diagonalized(a):
    eps = np.zeros((3, 3, 3))
    for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        eps[i, j, k], eps[i, k, j] = 1, -1
    ang = -1j * eps
    s1 = [np.kron(m, one2) / 2 for m in pauli]
    s2 = [np.kron(one2, m) / 2 for m in pauli]
    ham = np.zeros((12, 12), complex)
    j_squared = np.zeros((12, 12), complex)
    for i in range(3):
        own = (1 + 2 * a) / 2 * (N - X) / 2
        cross = -(1 + a) * X / 2
        ham += (own + cross) * np.kron(ang[i], s1[i])
        ham += (own + cross) * np.kron(ang[i], s2[i])
        total = np.kron(ang[i], np.eye(4)) + np.kron(np.eye(3), s1[i] + s2[i])
        j_squared += total @ total
        for j in range(3):
            quad = (ang[i] @ ang[j] + ang[j] @ ang[i]) / 2
            quad = quad - 2 / 3 * (i == j) * np.eye(3)
            ham -= 3 * (1 + a)**2 * T * np.kron(quad, s1[i] @ s2[j])
    h = np.sqrt(0.5)
    triplet = np.array([[1, 0, 0], [0, h, 0], [0, h, 0], [0, 0, 1]])
    proj = np.kron(np.eye(3), triplet)
    vec = np.linalg.eigh(proj.T @ j_squared @ proj)[1]
    level = np.diag(vec.conj().T @ proj.T @ ham @ proj @ vec).real
    assert np.ptp(level[1:4]) < 1e-10 and np.ptp(level[4:]) < 1e-10
    return alpha**2 * np.array([level[0] - level[1], level[1] - level[4]])


for a in (0.0, anomaly, trial_a):
    assert np.allclose(diagonalized(a), parts(a).sum(0), rtol=1e-8, atol=1e-15)

base = parts(0.0)
change = parts(anomaly) - base
shift = change.sum(0)
linear = anomaly * alpha**2 * np.array([-N / 2 + X - 7.5 * T,
                                       -N + 2 * X + 3 * T])
# the neglected term is smaller by about a/2 of the spin-spin change
assert np.allclose(linear, diagonalized(anomaly) - diagonalized(0.0),
                   rtol=3e-3)
shift_small = (parts(anomaly, *rough) - parts(0.0, *rough)).sum(0)
assert np.allclose(shift_small, shift, rtol=5e-3)

print(f"trial anomaly for amplitude test: {trial_a:.1f} (no unit)")
for name, value in zip(("same-orbit", "other-orbit", "spin-spin"), factors):
    print(f"amplitude factor, {name}: {value:.5f} (no unit)")
print(f"fine-structure constant: {alpha:.9f} (no unit)")
print(f"electron anomaly a: {anomaly:.9f} (no unit)")
print(f"basis sizes: {small.sum()} and {len(terms)} functions")
print(f"energy 2 3P, small basis: {energy_small * hartree:.6f} eV")
print(f"energy 2 3P, large basis: {energy * hartree:.6f} eV")
print(f"energy 2 3P, Gaussian CI: {gauss[0] * hartree:.6f} eV")
print(f"virial ratio V/T: {virial:.7f} (no unit)")
print(f"alpha^2 Eh a0^3: {alpha**2 * hartree * bohr**3:.8e} eV angstrom^3")
for name, big, little in zip("NXT", (N, X, T), rough):
    print(f"{name}, large basis: {big / bohr**3:.7f} angstrom^-3")
    print(f"{name}, small basis: {little / bohr**3:.7f} angstrom^-3")
labels = ("same-orbit, nucleus", "same-orbit, electron",
          "other-orbit", "spin-spin")
for col, interval in enumerate(("E0-E1", "E1-E2")):
    for row, name in enumerate(labels):
        print(f"{interval} {name}, a=0: {base[row, col] * hartree:.5e} eV")
        print(f"{interval} {name}, change: {change[row, col] * hartree:.5e} eV")
    total = base[:, col].sum()
    print(f"{interval} total, a=0: {total * hartree:.5e} eV")
    print(f"{interval} shift, small basis: {shift_small[col] * hartree:.5e} eV")
    print(f"{interval} shift, linear: {linear[col] * hartree:.5e} eV")
    print(f"{interval} shift, full: {shift[col] * hartree:.5e} eV")
    print(f"{interval} shift, full: {shift[col] * hartree * mhz_per_ev:.3f} MHz")
    print(f"{interval} shift / interval: {100 * shift[col] / total:.4f} percent")
print(f"2a for comparison: {200 * anomaly:.4f} percent")
print("every check passed")
```

Output:

```
trial anomaly for amplitude test: 0.3 (no unit)
amplitude factor, same-orbit: 1.60000 (no unit)
amplitude factor, other-orbit: 1.30000 (no unit)
amplitude factor, spin-spin: 1.69000 (no unit)
fine-structure constant: 0.007297353 (no unit)
electron anomaly a: 0.001159652 (no unit)
basis sizes: 70 and 112 functions
energy 2 3P, small basis: -58.046090 eV
energy 2 3P, large basis: -58.046260 eV
energy 2 3P, Gaussian CI: -58.038737 eV
virial ratio V/T: -2.0000111 (no unit)
alpha^2 Eh a0^3: 2.14726044e-04 eV angstrom^3
N, large basis: 0.9353236 angstrom^-3
N, small basis: 0.9347293 angstrom^-3
X, large basis: 0.4644636 angstrom^-3
X, small basis: 0.4653381 angstrom^-3
T, large basis: -0.1218487 angstrom^-3
T, small basis: -0.1220329 angstrom^-3
E0-E1 same-orbit, nucleus, a=0: -5.02096e-05 eV
E0-E1 same-orbit, nucleus, change: -1.16451e-07 eV
E0-E1 same-orbit, electron, a=0: 2.49331e-05 eV
E0-E1 same-orbit, electron, change: 5.78275e-08 eV
E0-E1 other-orbit, a=0: 4.98662e-05 eV
E0-E1 other-orbit, change: 5.78275e-08 eV
E0-E1 spin-spin, a=0: 9.81153e-05 eV
E0-E1 spin-spin, change: 2.27691e-07 eV
E0-E1 total, a=0: 1.22705e-04 eV
E0-E1 shift, small basis: 2.27531e-07 eV
E0-E1 shift, linear: 2.26763e-07 eV
E0-E1 shift, full: 2.26895e-07 eV
E0-E1 shift, full: 54.863 MHz
E0-E1 shift / interval: 0.1849 percent
E1-E2 same-orbit, nucleus, a=0: -1.00419e-04 eV
E1-E2 same-orbit, nucleus, change: -2.32903e-07 eV
E1-E2 same-orbit, electron, a=0: 4.98662e-05 eV
E1-E2 same-orbit, electron, change: 1.15655e-07 eV
E1-E2 other-orbit, a=0: 9.97324e-05 eV
E1-E2 other-orbit, change: 1.15655e-07 eV
E1-E2 spin-spin, a=0: -3.92461e-05 eV
E1-E2 spin-spin, change: -9.10765e-08 eV
E1-E2 total, a=0: 9.93336e-06 eV
E1-E2 shift, small basis: -9.22234e-08 eV
E1-E2 shift, linear: -9.26164e-08 eV
E1-E2 shift, full: -9.26692e-08 eV
E1-E2 shift, full: -22.407 MHz
E1-E2 shift / interval: -0.9329 percent
2a for comparison: 0.2319 percent
every check passed
```
